# One-Centre Spin-Orbit Coupling in PAW and the Terms It Neglects, part 1

(Sections cited here and not found follow in the second part.)

## From the Dirac equation to a radial strength

A projector augmented-wave (PAW) calculation already stores all-electron radial functions around each nucleus. To add spin-orbit coupling, one must decide whether integrals over these functions suffice, or whether the smooth wave and the region between the atoms must be treated as well. The same decision fixes what the PAW data have to deliver: the coupling is weighted strongly towards the nucleus, so a set of partial waves that gives a good band energy may still give a poor spin-orbit splitting. The theorem below separates the part kept by the one-centre formula from everything it omits.

### Setting and theorem

Hartree atomic units are used, with electron charge $-1$. Thus $V$ is a potential energy, negative near a nucleus, and $c$ is the speed of light. The momentum is $\mathbf p=-i\nabla$, the orbital angular momentum is $\mathbf L=\mathbf r\times\mathbf p$ about the nucleus concerned, and $\mathbf S=\boldsymbol\sigma/2$, where $\boldsymbol\sigma$ are the Pauli matrices. A prime on a radial function means $d/dr$.

The assumptions are these.

1. The electrons move in an effective one-electron potential. Spheres $\Omega_a$ of radius $r_c$ around the nuclei do not overlap. Inside each one, the potential used for spin-orbit coupling is spherical and averaged over spin. It is measured from a zero for which valence energies are small compared with $2c^2$.
2. Inside a sphere, the all-electron partial waves are $\phi_i(\mathbf r)=u_{nl}(r)Y_{lm}(\hat{\mathbf r})/r$, with $i=(n,l,m)$ and real $u_{nl}$ that do not depend on spin. The index $n$ counts the radial functions of one $l$; it need not be a principal quantum number.
3. Each $\phi_i$ has a smooth partner $\tilde\phi_i$ with the same angular factor, equal to it outside the sphere. The projectors $\tilde p_i$ vanish outside the sphere and obey $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$.

A smooth two-component wave $\tilde\psi$ with components $\tilde\psi_\sigma$ defines the coefficients $c_{i\sigma}=\langle\tilde p_i|\tilde\psi_\sigma\rangle$. The PAW map gives the corresponding all-electron wave,

$$
\psi_\sigma=\tilde\psi_\sigma+\sum_a\sum_{i\in a}(\phi_i-\tilde\phi_i)c_{i\sigma}. \tag{1}
$$

Inside one sphere, define three two-component functions:

$$
A_\sigma=\sum_i\phi_i c_{i\sigma},\qquad
P_\sigma=\sum_i\tilde\phi_i c_{i\sigma},\qquad
\delta_\sigma=\tilde\psi_\sigma-P_\sigma. \tag{2}
$$

The function $\delta$ is the part of the smooth wave that the finite set of smooth partial waves fails to reproduce.

**Theorem.** Let $H_{\rm SO}$ be the spin-dependent operator obtained from the Dirac equation when the orbital energy is neglected beside $2c^2$. Under the three assumptions,

$$
\langle\psi|H_{\rm SO}|\psi\rangle
=\sum_a\sum_{ij\sigma\sigma'}c_{i\sigma}^*W_{i\sigma,j\sigma'}c_{j\sigma'}
+\sum_aR_a+I, \tag{3}
$$

where

$$
W_{i\sigma,j\sigma'}=\delta_{ll'}\lambda^l_{nn'}
\langle lm\sigma|\mathbf L\cdot\mathbf S|lm'\sigma'\rangle, \tag{4}
$$

$$
\lambda^l_{nn'}=\int_0^{r_c}u_{nl}(r)\,\xi(r)\,u_{n'l}(r)\,dr,
\qquad
\xi(r)=\frac{V'(r)}{2c^2r}\left[1-\frac{V(r)}{2c^2}\right]^{-2}. \tag{5}
$$

The omitted sphere term is

$$
R_a=2\,{\rm Re}\langle A|H_{\rm SO}|\delta\rangle_{\Omega_a}
+\langle\delta|H_{\rm SO}|\delta\rangle_{\Omega_a}, \tag{6}
$$

and $I=\langle\tilde\psi|H_{\rm SO}|\tilde\psi\rangle_{\rm int}$ is the integral over the region outside all spheres.

The one-centre approximation keeps the first sum in (3). It therefore makes two separate assumptions: that the partial waves are complete enough for $R_a$ to be small, and that the interstitial term $I$ is small by itself.

The proof needs the operator, its angular and radial matrix elements, and then the decomposition of the wave. The first two are established here.

### Lemma 1: the spin-orbit operator

**Lemma 1.** For a spherical potential, the spin-dependent operator is $H_{\rm SO}=\xi(r)\mathbf L\cdot\mathbf S$, with $\xi$ as in (5).

**Proof.** Let $f$ and $g$ be the large and small two-component parts of a Dirac wave, and let $\varepsilon$ be the energy after subtraction of the rest energy $c^2$. The Dirac equation is the pair

$$
Vf+c\,\boldsymbol\sigma\cdot\mathbf p\,g=\varepsilon f,\qquad
c\,\boldsymbol\sigma\cdot\mathbf p\,f+(V-2c^2)g=\varepsilon g. \tag{7}
$$

The second equation gives

$$
g=\frac{c}{2c^2+\varepsilon-V}\,\boldsymbol\sigma\cdot\mathbf p\,f.
$$

Inserted in the first, this produces the operator $\boldsymbol\sigma\cdot\mathbf p\,K_\varepsilon\,\boldsymbol\sigma\cdot\mathbf p$ with $K_\varepsilon=c^2/(2c^2+\varepsilon-V)$. Neglecting $\varepsilon$ beside $2c^2$ leaves

$$
K=\frac{c^2}{2c^2-V}. \tag{8}
$$

For $V=0$ this is $K=1/2$, and since $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$ the usual kinetic energy $p^2/2$ is recovered.

To separate the spin-dependent part, use $\sigma_a\sigma_b=\delta_{ab}+i\epsilon_{abd}\sigma_d$, with repeated Cartesian indices summed:

$$
\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p
=p_aKp_a+i\epsilon_{abd}\sigma_d\,p_aKp_b. \tag{9}
$$

The first term contains no spin. In the second, the product rule gives $p_aK=Kp_a-i(\partial_aK)$. The piece $Kp_ap_b$ is symmetric in $a$ and $b$, so it vanishes against the antisymmetric $\epsilon_{abd}$. The remaining factors are $i(-i)=1$, and hence

$$
i\epsilon_{abd}\sigma_d\,p_aKp_b
=\epsilon_{abd}\sigma_d(\partial_aK)p_b
=\boldsymbol\sigma\cdot(\nabla K\times\mathbf p). \tag{10}
$$

For a spherical potential, $\nabla K=(K'/r)\mathbf r$. Therefore $\nabla K\times\mathbf p=(K'/r)\mathbf L$, and with $\boldsymbol\sigma=2\mathbf S$,

$$
H_{\rm SO}=\frac{2K'}{r}\,\mathbf L\cdot\mathbf S. \tag{11}
$$

Differentiating (8) gives

$$
K'=\frac{c^2V'}{(2c^2-V)^2}
=\frac{V'}{4c^2}\left[1-\frac{V}{2c^2}\right]^{-2},
$$

because $(2c^2-V)^2=4c^4[1-V/(2c^2)]^2$. Multiplication by $2/r$ gives $\xi$. $\square$

The neglect of $\varepsilon$ can be sized. Keeping it replaces $V$ by $V-\varepsilon$ in the bracket. To first order in $\varepsilon$ this changes $\xi$ by the relative amount $-2\varepsilon/(2c^2-V)$, whose magnitude is below $|\varepsilon|/c^2$ where $V<0$. A shift of the zero of $V$ has an effect of the same form, which is why assumption 1 fixes that zero.

The large component is also not normalized on its own, since $g$ carries part of the norm. At leading order $g=\boldsymbol\sigma\cdot\mathbf p f/(2c)$, so the norm of $g$ is $\langle f|p^2|f\rangle/(4c^2)$, again because $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$. This correction contains no spin operator. It therefore leaves the leading spin-orbit term unchanged, although it matters at higher order in $1/c^2$.

### The Pauli limit and the nucleus

Where $|V|\ll2c^2$, the bracket in (5) tends to one and

$$
\xi(r)\longrightarrow\frac{1}{2c^2}\frac{V'(r)}{r}. \tag{12}
$$

An attractive potential that rises outwards has $V'>0$, so $\xi$ is positive.

Near a point nucleus of charge $Z$, $V\simeq-Z/r$ and $V'\simeq Z/r^2$. The Pauli form becomes $Z/(2c^2r^3)$. With the bracket kept, the limit is different. For $r\ll Z/(2c^2)$ the bracket is approximately $Z/(2c^2r)$, so

$$
\xi\simeq\frac{Z}{2c^2r^3}\left(\frac{2c^2r}{Z}\right)^2
=\frac{2c^2}{Zr}. \tag{13}
$$

The bracket thus weakens the divergence from $r^{-3}$ to $r^{-1}$.

Suppose the radial functions start as $u\propto r^s$. The integrand of $\lambda$ then starts as $r^{2s-3}$ in the Pauli form and as $r^{2s-1}$ with the bracket. The integrals converge for $s>1$ and $s>0$, respectively. Nonrelativistic waves have $s=l+1$, so both forms converge for every $l\ge1$. For $l=0$ there is nothing to integrate: $\mathbf L$ gives zero on a constant angular function, and the whole matrix element vanishes before the radial integral is taken.

The convergence of the Pauli integral does not make the Pauli operator safe in a full diagonalization. In the channel where $\mathbf L\cdot\mathbf S$ is negative it acts as an attractive $-1/r^3$ potential, which overwhelms the $1/r^2$ centrifugal term at small $r$. The form with the bracket behaves as $1/r$ there and does not have this defect.

### Lemma 2: radial and angular factors

**Lemma 2.** Inside a sphere, the matrix elements of $H_{\rm SO}$ between all-electron partial waves with spin are the numbers $W$ in (4).

**Proof.** The operator $\mathbf L$ differentiates with respect to angles and leaves every radial function untouched. With $d^3r=r^2dr\,d\Omega$, the two factors $1/r$ in the partial waves cancel $r^2$:

$$
\langle\phi_i\sigma|\xi\mathbf L\cdot\mathbf S|\phi_j\sigma'\rangle_\Omega
=\left[\int_0^{r_c}u_{nl}\,\xi\,u_{n'l'}\,dr\right]
\langle lm\sigma|\mathbf L\cdot\mathbf S|l'm'\sigma'\rangle. \tag{14}
$$

Each component of $\mathbf L$ commutes with $L^2$, so it cannot connect different $l$. This supplies $\delta_{ll'}$ and proves (4). $\square$

There is no corresponding selection rule for $n$. Two radial functions with the same $l$ both reach into the region where $\xi$ is large, and their off-diagonal integral must be kept.

Because no radial derivative occurs, cutting the integral at $r_c$ produces no surface term. The operator is Hermitian on each sphere separately, a fact used in the proof of the theorem.

To write the angular matrix, let $L_\pm=L_x\pm iL_y$ and $S_\pm=S_x\pm iS_y$. In the sum $L_+S_-+L_-S_+$ the imaginary cross terms cancel and $2(L_xS_x+L_yS_y)$ remains. Thus

$$
\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+). \tag{15}
$$

The diagonal elements are $m/2$ for spin up and $-m/2$ for spin down. With the usual phases of the spherical harmonics, the spin-flip elements are

$$
\langle l,m+1,\downarrow|\mathbf L\cdot\mathbf S|l,m,\uparrow\rangle
=\tfrac12\sqrt{l(l+1)-m(m+1)}, \tag{16}
$$

together with their conjugates.

The eigenvalues follow from $\mathbf J=\mathbf L+\mathbf S$. Since $J^2=L^2+S^2+2\mathbf L\cdot\mathbf S$,

$$
\kappa_j=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right]. \tag{17}
$$

For $j=l+1/2$, $j(j+1)=l^2+2l+3/4$ and $\kappa_j=l/2$. For $j=l-1/2$, $j(j+1)=l^2-1/4$ and $\kappa_j=-(l+1)/2$. With positive $\xi$, the lower $j$ therefore has the lower first-order energy.

For $p$ waves the mixed block in the basis $(m=1,\downarrow)$, $(m=0,\uparrow)$ shows the same result directly:

$$
\begin{pmatrix}-1/2&1/\sqrt2\\1/\sqrt2&0\end{pmatrix},
\qquad
\kappa^2+\tfrac12\kappa-\tfrac12=0,
\qquad
\kappa=\tfrac12,\,-1. \tag{18}
$$

If real harmonics are used, the angular matrix must be transformed with them. For example, $L_z=-i(x\partial_y-y\partial_x)$ gives $L_zx=iy$, so $\langle p_y|L_z|p_x\rangle=i$. The matrices of $\mathbf L$ are then imaginary and antisymmetric, and the one-centre Hamiltonian needs complex storage.

Finally, an entry of $\lambda$ has no physical meaning apart from its coefficients. If $u_{nl}$ is multiplied by a real number $t$, and its smooth partner likewise, duality requires the projector to be divided by $t$. The coefficient is divided by $t$ too, and products such as $c_{i\sigma}^*\lambda_{nn'}c_{j\sigma'}$ do not change. Tabulated strengths may be compared only after the normalization of the partial waves has been stated.

## What the pseudo and interstitial terms contribute

The first half established that $H_{\rm SO}=\xi(r)\mathbf L\cdot\mathbf S$ inside a sphere, with $\xi$ built from the spherical potential energy $V$. Between all-electron partial waves $\phi_i$ it has elements $W_{i\sigma,j\sigma'}$: a radial integral $\lambda^l_{nn'}$ of $\xi$ times an element of $\mathbf L\cdot\mathbf S$. The smooth wave $\tilde\psi$ has coefficients $c_{i\sigma}=\langle\tilde p_i|\tilde\psi_\sigma\rangle$. In a sphere, $A=\sum\phi_ic_i$ is the all-electron expansion, $P=\sum\tilde\phi_ic_i$ is the smooth expansion, and $\delta=\tilde\psi-P$ is the unexpanded remainder. Spin indices are suppressed where no ambiguity arises.

### Proof of the theorem

Inside one sphere, the PAW map (1) reads

$$
\psi=\tilde\psi+A-P=A+\delta. \tag{19}
$$

Since $H_{\rm SO}$ is Hermitian on the sphere, its two cross terms are complex conjugates, and

$$
\langle\psi|H_{\rm SO}|\psi\rangle_\Omega
=\langle A|H_{\rm SO}|A\rangle_\Omega
+2\,{\rm Re}\langle A|H_{\rm SO}|\delta\rangle_\Omega
+\langle\delta|H_{\rm SO}|\delta\rangle_\Omega. \tag{20}
$$

By Lemma 2 the first term is $\sum c_{i\sigma}^*W_{i\sigma,j\sigma'}c_{j\sigma'}$. The other two form $R_a$. Outside all spheres the partial waves and their partners coincide, so $\psi=\tilde\psi$ and the contribution is $I$. Since $H_{\rm SO}$ acts locally in space, the regions add without cross terms. This proves (3). $\square$

No matrix element between two smooth partial waves appears in this proof. The pseudo terms enter through the usual way of organizing a PAW expectation value, and their cancellation is a separate statement.

### Why the two pseudo terms belong together

The standard three-term PAW expression for a local operator is

$$
E_3=\langle\tilde\psi|H_{\rm SO}|\tilde\psi\rangle
+\sum_a\left[\langle A|H_{\rm SO}|A\rangle_{\Omega_a}
-\langle P|H_{\rm SO}|P\rangle_{\Omega_a}\right]. \tag{21}
$$

Its first term covers all space, so it contains $I$ and a smooth-wave integral over each sphere. Substituting $\tilde\psi=P+\delta$ in the latter gives

$$
\langle\tilde\psi|H_{\rm SO}|\tilde\psi\rangle_\Omega
-\langle P|H_{\rm SO}|P\rangle_\Omega
=2\,{\rm Re}\langle P|H_{\rm SO}|\delta\rangle_\Omega
+\langle\delta|H_{\rm SO}|\delta\rangle_\Omega. \tag{22}
$$

If $\delta=0$, the right-hand side vanishes. Each pseudo term may still be different from zero; completeness makes them equal. Keeping the smooth-wave integral over all space while omitting the one-centre pseudo term would count the spin-orbit energy in a sphere once with $A$ and again with $P$. Omitting the smooth-wave integral while subtracting the one-centre pseudo term would leave an unmatched $-\langle P|H_{\rm SO}|P\rangle$.

The same argument allows a smoother operator $B$ in the two pseudo terms inside the sphere, provided that it is the same operator in both. When $\delta=0$ its choice has no effect. Two different operators would leave their difference evaluated on $P$, even for a complete set.

For a finite set, (21) is itself approximate. Subtracting its sphere part from (20) leaves $2\,{\rm Re}\langle A-P|H_{\rm SO}|\delta\rangle$. Adding both pseudo terms therefore does not in general restore the full result; it replaces the missing $A$–$\delta$ cross term by a $P$–$\delta$ cross term.

This part has proved that the spin-orbit expectation value is the one-centre sum plus a sphere remainder $R_a$ and an interstitial term $I$, and has shown that the two pseudo terms cancel when the smooth partial-wave expansion is complete. It remains to bound $R_a$, to give the operator for a two-component calculation, and to test the approximation numerically.
